Why Grid Forces Improve When the Gradient Acts on the Wavefunction

**Q:** My real-space code offers two formulas for the nonlocal pseudopotential force. One differentiates the projector, the other the wavefunction. Are they not the same integral?

**A:** They are the same in the continuum. Take one real projector β centred on an atom at R, with strength D, and one orbital ψ with occupation f. Further projectors and orbitals add terms of the same kind. The energy is

E = f D |b|², b(R) = ∫ β(r−R) ψ(r) d³r.

The force is −∂E/∂R at fixed ψ. For a variational state the first-order change of ψ does not contribute, provided its basis does not move with the atom. With g = ∂b/∂R_α for one component α,

F = −f D (b* g + b g*) = −2 f D Re(b* g).

Since β depends on r−R, differentiating with respect to R gives minus the derivative with respect to r. Integration by parts then moves the derivative; the boundary term vanishes because β is localized:

g = −∫ (∂_α β) ψ d³r = ∫ β (∂_α ψ) d³r.

On a grid of spacing h each integral becomes h³ times a sum over points r_j. Call the two sums g_P (gradient on the projector) and g_W (gradient on the wavefunction). Their difference is

g_P − g_W = −h³ Σ_j [(∂_α β)ψ + β(∂_α ψ)] = −h³ Σ_j ∂_α(βψ).

The integral of a total derivative is zero, but its grid sum generally is not.

**Q:** What does the sum pick up that the integral does not?

**A:** Aliases. Let w(r) be a smooth, localized integrand and ŵ(G) = ∫ w e^(−iG·r) d³r. The function Σ_j w(r+r_j) has the period of the grid, so it is a Fourier series over the vectors G whose components are integer multiples of 2π/h. Its coefficients are ŵ(G)/h³. Setting r = 0 and multiplying by h³ gives

h³ Σ_j w(r_j) = Σ_G ŵ(G).

The term G = 0 is the wanted integral. All others are error: on the grid points e^(iG·r) equals 1, so the sum cannot tell that oscillation from a constant.

**Q:** And the two integrands have different aliases?

**A:** Yes. Expand ψ = Σ_k c_k e^(ik·r) and define B(q) = ∫ β(x) e^(iq·x) d³x. For one plane wave, the alias terms of the projector form are, after renaming −G as G,

−∫ (∂_α β)(r−R) e^(i(k+G)·r) d³r = i(k+G)_α B(k+G) e^(i(k+G)·R).

The integration by parts here is that of a true integral, and the derivative falls on the whole exponential, G included. In the wavefunction form the derivative has already acted on e^(ik·r) and produced ik_α before the grid mixes in G. Hence

g_P = Σ_k Σ_G i(k+G)_α c_k B(k+G) e^(i(k+G)·R),

g_W = Σ_k Σ_G i k_α c_k B(k+G) e^(i(k+G)·R).

The terms with G = 0 agree. In the others, the same small number B(k+G) is multiplied by the large momentum k+G in one form and by the orbital's own momentum k in the other.

**Q:** Does that guarantee a smaller error?

**A:** In a root-mean-square (rms) sense, under a condition. Let ψ be band-limited, with every |k_α| ≤ k_c < π/h, and let its gradient be exact. Keep ψ fixed and average over all atom positions R in a periodic cell whose sides are multiples of h. Two allowed k differ by less than 2π/h in each component, so all vectors k+G are distinct and the cross terms average to zero:

⟨|δg_P|²⟩ = Σ_k Σ_(G≠0) |c_k B(k+G)|² (k+G)_α²,

⟨|δg_W|²⟩ = Σ_k Σ_(G≠0) |c_k B(k+G)|² k_α².

If G_α ≠ 0, then |k_α+G_α| ≥ 2π/h − k_c > k_c ≥ |k_α|. If G_α = 0, the factors are equal. So the wavefunction form is never worse in this average. In one dimension every alias has G ≠ 0, and the ratio of rms errors obeys

gain ≥ (2π/h − k_c)/k_c.

This tends to 1 as k_c approaches π/h: an orbital that fills the grid's band leaves little guaranteed advantage. With one random one-dimensional orbital drawn for each k_c, at h = 0.6 bohr, where π/h = 5.24 bohr⁻¹, the gain for an s projector falls from 5.9 at k_c = 1.57 bohr⁻¹ to 1.3 at k_c = 4.71 bohr⁻¹. The lower bounds are 5.7 and 1.2.

**Q:** Can you show me the two integrands for something more like an atom?

**A:** Take normalized s Gaussians: a projector of width σ = 0.4 bohr and an orbital of width a = 1.2 bohr, whose centre is displaced by d = 0.8 bohr along x. With the atom at the origin, the x factor of the product is

βψ ∝ exp[−x²/(2σ²) − (x−d)²/(2a²)].

Let S = a² + σ². Completing the square gives a Gaussian centred at x_c = dσ²/S with squared width s² = a²σ²/S. Its transform is

M(G) = M(0) e^(−iGx_c) e^(−G²s²/2).

Multiplying an integrand by x is the same as applying i d/dG to its transform, so xβψ has the transform (x_c − iGs²)M(G). Now −β′ = xβ/σ² and ψ′ = −(x−d)ψ/a². Using d − x_c = da²/S and writing X = d/S, we get

−β′ψ: (x_c − iGs²)/σ² · M = (X − iGa²/S) M(G),

βψ′: (d − x_c + iGs²)/a² · M = (X + iGσ²/S) M(G).

At G = 0 both give XM(0), the correct integral. Otherwise the alias momentum G is divided between the two factors of the product. The sharp projector carries the share Ga²/S and the smooth orbital the share Gσ²/S. Differentiating a factor brings down its own share.

**Q:** What are the sizes?

**A:** Here S = 1.44 + 0.16 = 1.60 bohr² and X = 0.8/1.60 = 0.5 bohr⁻¹. For h = 0.6 bohr the first G is 10.47 bohr⁻¹, shared as 9.42 and 1.05 bohr⁻¹. The damping ε = |M(G)/M(0)| is 3.72 × 10⁻⁴. Relative to the integral, the alias coefficients are

projector form: ε √(0.5² + 9.42²)/0.5 = 7.0 × 10⁻³,

wavefunction form: ε √(0.5² + 1.05²)/0.5 = 8.6 × 10⁻⁴.

Their ratio is 8.1. As G grows, X becomes negligible and the ratio tends to a²/σ² = 9. Refining the grid makes both aliases smaller very quickly, but in this model it does not make their ratio grow without limit.

**Q:** I measure forces, not g. Does the factor of eight survive?

**A:** Not all of it, because some aliases are common to both forms: those of b, which F also contains, and those of g along y and z. Move atom and orbital together over the three-dimensional grid, and keep only first order in ε with the shortest G. Each Cartesian factor of b is multiplied by 1 + 2ε cos θ, where θ is G times the position of the product's centre along that axis. For the x component of g, adding the aliases at G and −G gives

g/g_exact = 1 + 2ε[cos θ_x ∓ (κ/X) sin θ_x + cos θ_y + cos θ_z].

The upper sign and κ = Ga²/S belong to the projector form, the lower sign and κ = Gσ²/S to the wavefunction form. Since F is proportional to bg, the relative errors of b and g add:

δF/F = 2ε[2 cos θ_x ∓ (κ/X) sin θ_x + 2 cos θ_y + 2 cos θ_z].

Over a grid cell, squared sines and cosines average to 1/2 and cross terms to zero. The mean square is 4ε² · ½[4 + (κ/X)² + 4 + 4], so

δF_rms/|F| = ε √(2[12 + (κ/X)²]).

For f = 2 and D = 1 hartree the continuum force is −0.2896 hartree/bohr, or −14.89 eV/Å. At h = 0.6 bohr, κ/X is 18.85 or 2.09, and the formula gives

projector form: 3.72 × 10⁻⁴ × √(2 × 367.3) = 1.0 %,

wavefunction form: 3.72 × 10⁻⁴ × √(2 × 16.4) = 0.21 %.

Full grid sums over 125 positions give rms errors of 150 and 32 meV/Å, a gain of 4.7. The gain is 5.35 at h = 0.5 bohr and 6.09 at 0.4 bohr, and in the first-order formula it approaches 9 as h goes to zero. The numerical output below lists these cases.

For this Gaussian projector, grid refinement is a strong competitor. The projector form at 0.5 bohr has an rms error of 1.1 × 10⁻⁴ hartree/bohr, below the 6.2 × 10⁻⁴ of the wavefunction form at 0.6 bohr, for (0.6/0.5)³ ≈ 1.7 times as many points. This rests on the Gaussian decay of the aliases. A projector that ends at a cutoff radius with finite smoothness has aliases that fall only as a power of h. For β ∝ (1 − r²/r_c²)³ with r_c = 1.5 bohr and the same orbital, the projector form needs h ≈ 0.3 bohr, eight times as many points, to match the wavefunction form at 0.6 bohr, and the gain grows from about 15 at 0.6 bohr to about 60 at 0.2 bohr.

**Q:** Is the wavefunction form better at every atom position?

**A:** No. At h = 0.6 bohr, set θ_y = θ_z = 0. The projector bracket is then 2 cos θ_x − 18.85 sin θ_x + 4. It is +6 at θ_x = 0 and −14.85 at θ_x = π/2, so it crosses zero in between. The wavefunction bracket, 2 cos θ_x + 2.09 sin θ_x + 4, stays positive there. Near that crossing the projector form wins by cancellation.

There are also aliases that moving the gradient cannot reduce. Keep θ_y = θ_z = 0, but take a spacing of 0.3 bohr along x and 0.6 bohr along y and z. Both forms then miss the x force by the same 8.6 × 10⁻⁴ hartree/bohr, because the remaining aliases have G_x = 0.

**Q:** My code differentiates ψ by finite differences. Does that matter?

**A:** It can decide the outcome. The second-order central difference turns e^(ikx) into i sin(kh)/h times itself, and

sin(kh)/h = k[1 − (kh)²/6 + …].

This spoils the G = 0 term, which was correct before. At h = 0.6 bohr the rms force errors, in hartree/bohr, are 2.7 × 10⁻² at second order, 4.7 × 10⁻³ at fourth, 7.1 × 10⁻⁴ at eighth and 6.2 × 10⁻⁴ at twelfth. The projector form has 2.9 × 10⁻³. At this spacing, second and fourth order lose more than the move gains, while twelfth order nearly reaches the spectral result. For this Gaussian projector that ranking does not carry over to finer grids, because the stencil error falls only as a power of h and Gaussian aliases fall much faster. At h = 0.4 bohr even twelfth order, with 6.9 × 10⁻⁷, is worse than the projector form, with 2.2 × 10⁻⁷. With the projector (1 − r²/r_c²)³, whose aliases also fall as a power of h, twelfth order stays at the exact-gradient result and beats the projector form at every spacing tried, from 0.6 down to 0.2 bohr.

**Q:** What if the orbital is sharper than the projector?

**A:** Then the orbital takes the large share of G, and sampling its analytic derivative is the poor choice. With the two widths exchanged, in one dimension at h = 0.6 bohr, the rms error of g is 3.9 × 10⁻⁴ bohr⁻¹ for the projector form and 3.2 × 10⁻³ bohr⁻¹ when the analytic ψ′ is sampled. This does not contradict the general inequality: such an orbital has appreciable components beyond π/h, so it is not band-limited on this grid.

A spectral gradient, computed from the grid values of ψ, behaves differently. Its matrix Δ is antisymmetric, because it multiplies each Fourier component by ik, which is odd in k (the component at π/h is set to zero). Therefore

h Σ_j β_j (Δψ)_j = −h Σ_j (Δβ)_j ψ_j.

If the grid resolves β well, Δβ is very nearly β′, and the right side is the projector form. The two forms then have nearly the same error: the advantage disappears, but the large penalty of the sampled analytic ψ′ does not arise. A test of this case found the two sums equal to within 10⁻⁶ bohr⁻¹.

**Q:** So for a smooth orbital and a good gradient, I should always move it?

**A:** That depends on what the force must agree with. On the grid, b is a sum over fixed points with fixed values of ψ; R enters through β alone. Its derivative with respect to R is therefore g_P, term by term, and the projector force is the derivative of the grid energy, including that energy's spurious dependence on position.

With the atom 0.15 bohr past a grid point along x, at h = 0.6 bohr, the projector form gives −0.2874 hartree/bohr, and so does numerical differentiation of the grid energy at fixed ψ. The wavefunction form gives −0.2904, closer to the continuum value −0.2896 but not the slope of the grid energy.

For a force close to the continuum one, the moved gradient is preferable on average over atom positions at fixed ψ, if ψ is smooth enough. The condition k_c < π/h, given for g, does not suffice, because F also contains the error of b. To first order in the aliases, each error term of F combines a component k of ψ from the aliased factor with a component k′ from the exact one. It carries (k−k′+G)_α in the projector form and (k−k′)_α in the wavefunction form. If k_c < π/(2h) and the gradient is exact, the second is never the larger in magnitude. Above that limit it can be: for two equal plane waves at 0.9π/h and −0.5π/h in one dimension, with σ = 0.4 bohr and h = 0.6 bohr, the wavefunction form has 1.4 times the rms force error of the projector form, although its error in g is smaller. In molecular dynamics, where the sum of the atoms' kinetic energy and the grid energy should be conserved, or in a minimization that compares energies with forces, its mismatch with the grid energy has to be checked, or the grid refined until the mismatch is negligible. The averages above hold ψ fixed. If the orbital moves with the atom, terms with different k and the same G add coherently and there is no guarantee even below π/(2h): the wavefunction form usually still wins, but an orbital whose projector-form alias happens to cancel reverses the order. Neither choice repairs an error already present in ψ: the comparison here is between two ways of evaluating the force from a given orbital.

Numbers as computed

```
Widths: projector 0.4 bohr, orbital 1.2 bohr; separation 0.8 bohr
Cell side 12.0 bohr, D = 1.0 hartree, occupation f = 2.0
Continuum overlap b = 0.380512, g = 0.190256 1/bohr
Continuum force F = -0.289578 hartree/bohr = -14.8907 eV/angstrom
1D integrands at h = 0.6 bohr, first G = 10.4720 1/bohr:
  damping eps = |M(G)/M(0)| = 3.7235e-04
  momentum share: projector 9.4248, orbital 1.0472 1/bohr; X = 0.5000 1/bohr
  |alias/integral|: projector form 7.0285e-03, wavefunction form 8.6417e-04
  ratio of alias sizes 8.133; limit (a/sigma)^2 = 9.000
3D force, rms error over 125 positions (hartree/bohr):
  h = 0.4 bohr: projector 2.247e-07, wavefunction 3.688e-08, gain 6.09
    first-order formula: 2.247e-07, 3.688e-08
  h = 0.5 bohr: projector 1.081e-04, wavefunction 2.022e-05, gain 5.35
    first-order formula: 1.081e-04, 2.022e-05
  h = 0.6 bohr: projector 2.922e-03, wavefunction 6.173e-04, gain 4.73
    first-order formula: 2.922e-03, 6.173e-04
  at h = 0.6 bohr in meV/angstrom: projector 150.28, wavefunction 31.74
One position, h = 0.6 bohr, atom 0.15 bohr past a grid point along x:
  b = 0.380868, g_P = 0.188644, g_W = 0.190633 1/bohr
  F_P = -0.287394, F_W = -0.290423 hartree/bohr
  -dE_grid/dR at fixed psi = -0.287394 hartree/bohr
Spacing 0.3 bohr along x, 0.6 bohr along y and z:
  error of both forms -8.636e-04 hartree/bohr
Wavefunction form with stencil gradient, h = 0.6 bohr, rms error:
  order 2: 2.692e-02 hartree/bohr
  order 4: 4.704e-03 hartree/bohr
  order 8: 7.051e-04 hartree/bohr
  order 12: 6.188e-04 hartree/bohr
1D random psi, h = 0.6 bohr, gain in g (rms over atom positions):
  k_c = 1.5708 1/bohr: s 5.920, p 5.959, lower bound 5.667
  k_c = 3.1416 1/bohr: s 2.395, p 2.414, lower bound 2.333
  k_c = 4.7124 1/bohr: s 1.312, p 1.350, lower bound 1.222
Widths exchanged (sharp orbital, smooth projector), 1D rms error of g:
  projector form 3.875e-04, wavefunction form with analytic gradient 3.152e-03 1/bohr
```
